Voltage Step from Trap Emission at Constant Capacitance in Silicon

**Problem**

An n-type silicon Schottky diode is held at constant capacitance by a feedback circuit that adjusts its reverse bias. The depletion layer is 1 μm thick. At the start, electron traps are filled throughout this layer. They then release 10¹³ electrons per cubic centimetre, uniformly from the contact to the depletion edge, and the field sweeps these electrons out. By how much, and in which direction, has the reverse bias changed when the emission is complete? Take a relative permittivity of 11.7.

The diode is treated as one-dimensional. The depletion edge is taken as abrupt: there are no mobile electrons on the contact side of it and no net charge beyond it. No emitted electron is recaptured. The capacitance is measured at a frequency too high for the traps to follow.

**First estimate by scaling**

Let n_t be the density of emitted electrons, W the depletion width, q the elementary charge and ε the permittivity of silicon. The charge that leaves, per unit area, is q n_t W. A charge per area σ on the plates of a capacitor of thickness W gives a voltage σW/ε. The voltage change should therefore be of order

ΔV ~ q n_t W²/ε.

With ε = 1.0359 × 10⁻¹² F/cm and W = 10⁻⁴ cm,

ΔV ~ (1.6022 × 10⁻¹⁹ C)(10¹³ cm⁻³)(10⁻⁴ cm)² / (1.0359 × 10⁻¹² F/cm) ≈ 15 mV.

The estimate fixes the dependence on n_t, W and ε. It cannot fix the numerical factor, because it places all the charge a full distance W from the contact, whereas the traps are spread through the layer.

**Exact solution within the abrupt-edge model**

*What constant capacitance holds fixed.* Put the contact at x = 0 and the depletion edge at x = W. A small test voltage moves electrons at the edge only, since the traps are too slow to respond. The added charge dQ on an area A therefore sits at a distance W from its counter-charge on the metal, and the voltage across the layer changes by dV = W dQ/(εA). Hence

C = dQ/dV = εA/W.

The density of fixed charge does not appear. Constant C thus means constant W, even while the charge inside the layer changes.

*Voltage for a given charge.* Let ρ(x) be the charge density, F(x) the field component along +x and ψ(x) the electrostatic potential. Then

dF/dx = ρ/ε,  dψ/dx = −F.

The field vanishes at the edge, F(W) = 0, so integrating from x to W gives

F(x) = −(1/ε) ∫ₓᵂ ρ(x′) dx′.

The total voltage across the layer, counted positive when the bulk is at the higher potential, is

V = ψ(W) − ψ(0) = −∫₀ᵂ F(x) dx = (1/ε) ∫₀ᵂ dx ∫ₓᵂ ρ(x′) dx′.

Now exchange the order of integration. For a given x′, the variable x runs from 0 to x′, which contributes a factor x′:

V = (1/ε) ∫₀ᵂ x′ ρ(x′) dx′.

Each sheet of charge counts in proportion to its distance from the contact.

*Change of charge.* A trap that loses an electron becomes more positive by q. This holds for a donor-like trap, which goes from neutral to positive, and for an acceptor-like trap, which goes from negative to neutral. The charge density therefore rises by Δρ = +q n_t. Since W is the same before and after, the limits of the integral do not move, and subtraction gives

ΔV = (q n_t/ε) ∫₀ᵂ x dx = q n_t W²/(2ε).

*Direction.* The total voltage is V = V_bi + V_R, where V_bi is the built-in voltage and V_R the reverse bias. Emission does not alter V_bi, so ΔV is the change of V_R. It is positive: the reverse bias must rise. If the bias were left alone, the extra positive charge would make the layer shrink and the capacitance grow. The feedback prevents this by pulling harder.

*Number.*

ΔV = (1.6022 × 10⁻¹⁴ C/cm) / (2 × 1.0359 × 10⁻¹² F/cm) = 7.73 × 10⁻³ V.

The reverse bias rises by about **7.7 mV**.

**Comparison of the two**

The estimate is too large by a factor of 2. The exact result can be written as

ΔV = (q n_t W)(W/2)/ε,

which is the emitted charge per area times its mean distance from the contact. The scaling value would be correct if the same charge were concentrated at the depletion edge. It is thus an upper limit for any distribution of this charge within the layer.

The weight x also shows where the signal comes from. If only the region x₁ < x < x₂ is emptied, the same integral gives

ΔV = (q n_t/ε) ∫ x dx (from x₁ to x₂) = q n_t (x₂² − x₁²)/(2ε).

The half of the layer nearer the contact supplies (1/2)² = 1/4 of the full step, and the outer half supplies 3/4.

The step can also be expressed relative to the total voltage. Let N be the net density of fixed positive charge while the traps are filled, taken as uniform. Then V = qNW²/(2ε) before emission, and division gives

ΔV/V = n_t/N.

For N = 5 × 10¹⁵ cm⁻³ the initial voltage is V = 3.866 V and n_t/N = 0.002, so the step of 7.73 mV is 0.2 % of the total voltage.

**The same emission at constant voltage**

Suppose instead that the bias is held fixed and the capacitance is recorded. The layer then shrinks from W to W′ while V stays the same:

q(N + n_t)W′²/(2ε) = qNW²/(2ε), so W′ = W √[N/(N + n_t)].

Since C is inversely proportional to the width,

C′/C = √(1 + n_t/N) ≈ 1 + n_t/(2N) for n_t ≪ N.

Here the response is proportional to n_t only when the traps are dilute. At constant capacitance, for a fixed emptied region, the abrupt-edge result is proportional to n_t without that restriction. At n_t/N = 0.002 the distinction is negligible; at n_t/N = 0.3 the square root gives a rise of 14.0 % where the linear form gives 15 %.

**How much of the layer a real diode empties**

The problem stipulates emission from the whole layer. An ordinary bias pulse does not achieve this, and the shortfall can be calculated. Take N = 5 × 10¹⁵ cm⁻³, a temperature of 220 K, and a trap 0.45 eV below the conduction band, a rough value typical of the phosphorus-vacancy centre in silicon. Take a Schottky barrier of 0.80 eV, also a rough typical value. The traps are filled by a pulse to zero bias, assumed long enough for their occupation to reach equilibrium.

In the neutral bulk the Fermi level lies below the conduction band by

kT ln(N_c/N) = 0.01896 eV × ln(1.769 × 10¹⁹ / 5 × 10¹⁵) = 0.155 eV,

where N_c is the effective density of states of the conduction band. The trap level therefore lies D = 0.45 − 0.155 = 0.295 eV below the Fermi level there, and the traps are filled.

Going from the depletion edge towards the contact, the bands bend upwards. At a distance s from the edge, the same double integration gives an electron energy higher by q²Ns²/(2ε). The traps stay filled until this rise reaches D, if occupation is taken to switch sharply at the Fermi level and the electrons near the edge remain in equilibrium with the bulk. The strip that does not emit therefore has the width

λ = √[2εD/(q²N)] = W √[D/(qV)] = 1 μm × √(0.295/3.866) = 0.276 μm.

Emission thus ends at x₂ = W − λ = 0.724 μm.

There is a second limit near the contact. The built-in voltage is 0.80 − 0.155 = 0.645 V, so during the pulse a depletion layer of width

W_p = 1 μm × √(0.645/3.866) = 0.408 μm

remains. Traps closer to the contact than x₁ = W_p − λ = 0.132 μm lie above the Fermi level even then, and are not filled. The expected step is

ΔV = 7.733 mV × (0.724² − 0.132²) ≈ 3.9 mV,

about half of the ideal value. Nearly all of the loss comes from the edge strip, which alone reduces the step to 4.05 mV. It covers only 28 % of the layer, but it lies where each electron counts most. For this diode, inserting the measured step into the full-layer formula would give half the true trap density.

**Mobile electrons at the edge**

A real depletion edge is softened over roughly a Debye length, here 49.5 nm. Poisson's equation was therefore solved numerically with mobile electrons included, and the bias was adjusted to keep the high-frequency capacitance fixed.

For emission from 0 to 0.400 μm, from 0 to 0.724 μm and from 0.132 to 0.724 μm at n_t/N = 0.002, and from 0 to 0.724 μm at n_t/N = 0.3, the partial-layer formula agreed with this solution to better than 0.001 %. These regions end more than five Debye lengths from W, where mobile electrons are scarce.

If the traps are emptied right up to W, the solution gives 7.30 mV, which is 5.6 % below the ideal result. The 7.7 mV therefore belongs to the abrupt-edge model. The solution also puts the filled strip at 0.267 μm instead of 0.276 μm. This moves x₂ to 0.733 μm. The limit x₁ = W_p − λ changes less, since mobile electrons reduce W_p as well as λ. The expected step becomes about 4.0 mV.

**Other effects in this diode**

The total voltage of 3.866 V corresponds to a reverse bias of 3.22 V. The largest field, at the contact, is qNW/ε = 0.077 MV/cm. With rough room-temperature coefficients, extrapolated well below the fields at which they were fitted, an electron crossing the layer causes about 7 × 10⁻⁷ impact ionizations. Other published coefficients, including values for 220 K, give between 5 × 10⁻⁷ and 3 × 10⁻⁶, so only the order of magnitude, 10⁻⁶, is meaningful. Multiplication is negligible in every case. In the neutral bulk about 0.6 % of the donors hold their electron, for a rough donor depth of 0.045 eV, and Boltzmann statistics misstates the electron density by about 0.01 %.

The field does affect the speed of emission. An electron can be lifted thermally to an energy zkT below the band edge and tunnel through the remaining triangular barrier. Relative to purely thermal emission, such paths carry a weight exp(z − Kz^{3/2}), where Kz^{3/2} is the tunnelling exponent. For the light electron mass of silicon, 0.19 of the free mass, summing over z gives an estimated rate 3.1 times the thermal one at the largest field. Within this model the factor is smaller for directions and valleys with a heavier tunnelling mass, and in the weaker field further from the contact. The model assumes a trap that is neutral after emission and leaves out coupling to lattice vibrations during tunnelling, which can raise the factor. For a donor-like trap the field also lowers the Coulomb barrier, by about 0.06 eV at the largest field, and this alone speeds emission about sixfold when averaged over directions. The value 3.1 is therefore not a general upper limit. Direct tunnelling from the trap level has an exponent of 116 and is negligible. Since the field varies with x, the transient need not be a single exponential. For a given emptied region the completed step is unchanged, because ΔV depends on how many electrons have left and from where, not on when.

The time of measurement matters for another reason. If emission has one time constant τ, the voltage still to be gained at time t is ΔV exp(−t/τ). An instrument that subtracts readings at t₁ and t₂ records

S = ΔV [exp(−t₁/τ) − exp(−t₂/τ)],

which is smaller than the total step ΔV.

Finally, the effect of the permittivity depends on what is held fixed. At a given W, a relative permittivity of 11.5 instead of 11.7 raises the ideal step to 7.87 mV. If W is instead deduced from the measured capacitance, W = εA/C, then

ΔV = q n_t εA²/(2C²),

and the same change lowers the step by 1.7 %. Both shifts are small beside the factor of about 2 from incomplete filling and emptying. The numerical output below lists the main values.

Values computed for the example and the checks

```
relative permittivity: 11.7
permittivity: 1.0359e-12 F/cm
elementary charge: 1.6022e-19 C
depletion width W: 1.00 um
emitted electron density n_t: 1.0e+13 cm^-3
IDEAL VOLTAGE STEP: 7.733 mV
same, by double integration: 7.733 mV
net density N: 5.0e+15 cm^-3
ratio n_t/N: 0.0020
temperature: 220 K
thermal energy kT: 0.01896 eV
total bending voltage: 3.866 V
trap depth below conduction band: 0.45 eV
Schottky barrier: 0.80 eV
effective density of states Nc: 1.769e+19 cm^-3
Fermi level below conduction band: 0.155 eV
built-in voltage: 0.645 V
reverse bias: 3.221 V
largest field: 0.0773 MV/cm
D = E_F - E_t in bulk: 0.295 eV
filled edge strip lambda, formula: 0.276 um
filled edge strip, Poisson solution: 0.267 um
zero-bias depletion width W_p: 0.408 um
emptied region starts at x1: 0.132 um
emptied region ends at x2: 0.724 um
step with edge strip only: 4.051 mV
REAL-DIODE STEP, both limits: 3.915 mV
real-diode step / ideal step: 0.506
largest error of partial-layer formula: 0.0000 %
largest trap ratio tested: 0.3 of N
Debye length: 49.5 nm
step with soft edge, emptied up to W: 7.301 mV
change due to soft edge: -5.59 %
degeneracy error in electron density: -0.0100 %
neutral donors in bulk: 0.60 %
impact ionizations per crossing electron: 7.3e-07
direct tunnelling exponent: 116
emission rate factor at largest field: 3.12
ideal step if relative permittivity is 11.5: 7.867 mV
```
